# The Lorenz condition does not fix the gauge

**Q:** I am describing a free electromagnetic wave by its potential. Potentials differing by a gauge transformation give the same fields, so I impose the Lorenz condition $\partial_\mu A^\mu=0$. That fixes the gauge. Four components with one condition leave three polarizations, yet light is said to have two. Where does the third one go?

**A:** Let us test the sentence "that fixes the gauge" first. I use $c=1$, Heaviside–Lorentz units and the metric $(+,-,-,-)$. Then $A^\mu=(A^0,\mathbf A)$, $\partial_\mu=(\partial_t,\nabla)$ and $\partial^\mu=(\partial_t,-\nabla)$. The fields are

$$\mathbf E=-\nabla A^0-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

A gauge transformation with a smooth function $\chi$ is $A'^\mu=A^\mu+\partial^\mu\chi$, or in components

$$A'^0=A^0+\partial_t\chi,\qquad \mathbf A'=\mathbf A-\nabla\chi .$$

The electric field acquires $-\nabla\partial_t\chi+\partial_t\nabla\chi=0$, and the magnetic field acquires $-\nabla\times\nabla\chi=0$. What happens to your condition?

**Q:** I take the divergence:

$$\partial_\mu A'^\mu=\partial_\mu A^\mu+\partial_\mu\partial^\mu\chi=\partial_\mu A^\mu+\Box\chi,\qquad \Box=\partial_t^2-\nabla^2 .$$

If the old potential satisfies the condition, the new one does so when $\Box\chi=0$. But is that more than the trivial case of constant $\chi$?

**A:** Much more. It is the wave equation. Take the packet $\chi=f(z-t)$ with $f(s)=e^{-s^2}$. Both $\partial_t^2\chi$ and $\partial_z^2\chi$ equal $f''(z-t)$, so $\Box\chi=0$. The components $A^0$ and $A^z$ both change by $-f'(z-t)$, which is nonzero except at the centre of the packet, while the fields and the Lorenz condition stay as they were.

By contrast, $\chi=\sin(3t-x)$ gives $\Box\chi=(-9+1)\sin(3t-x)=-8\sin(3t-x)$. The fields are again unchanged, but at $t=\pi/6$, $x=0$ the divergence of the new potential is $-8$. The condition excludes this second function and admits the first. It narrows the gauge freedom without ending it.

**Q:** Something still bothers me. With the condition, Maxwell's equations become a wave equation for $A^\mu$, and a wave equation has a unique solution once the initial data are given. Doesn't that determine the potential?

**A:** It determines the later potential from the initial potential and its initial time derivative. It does not determine these initial data from the fields. For a spatial Fourier component of $\chi$ with wave vector $\mathbf q\neq0$, $\Box\chi=0$ reads $\ddot\chi_{\mathbf q}=-|\mathbf q|^2\chi_{\mathbf q}$, with the solution

$$\chi_{\mathbf q}(t)=a\cos(|\mathbf q|t)+b\,\frac{\sin(|\mathbf q|t)}{|\mathbf q|} .$$

Here $a$ and $b$ are the initial values of $\chi_{\mathbf q}$ and $\dot\chi_{\mathbf q}$, and both are free. So the remaining freedom sits in the initial data. Imposing $a=b=0$ for every $\mathbf q\neq0$ removes all these components, but that is a further requirement beyond the Lorenz condition.

**Q:** Then show me what this freedom does to a plane wave. I would write

$$A^\mu=\varepsilon^\mu\cos(k\cdot x),\qquad k\cdot x=\omega t-\mathbf k\cdot\mathbf r,$$

with constant real $\varepsilon^\mu$ and $\omega>0$.

**A:** Good. We need the field equation. With $F^{\mu\nu}=\partial^\mu A^\nu-\partial^\nu A^\mu$, Maxwell's equations without sources are

$$0=\partial_\mu F^{\mu\nu}=\Box A^\nu-\partial^\nu(\partial_\mu A^\mu).$$

The Lorenz condition removes the last term and leaves $\Box A^\nu=0$. Since $\partial_\mu\cos(k\cdot x)=-k_\mu\sin(k\cdot x)$, a second derivative gives

$$\Box A^\nu=-k^2\varepsilon^\nu\cos(k\cdot x),\qquad k^2=\omega^2-|\mathbf k|^2 .$$

A nonzero wave therefore needs $k^2=0$, that is $\omega=|\mathbf k|$. This equation alone puts no restriction on the four numbers $\varepsilon^\mu$. The condition itself gives

$$0=\partial_\mu A^\mu=-(k\cdot\varepsilon)\sin(k\cdot x)\quad\Rightarrow\quad \omega\varepsilon^0=\mathbf k\cdot\boldsymbol\varepsilon .$$

That is one linear equation for four numbers, so three independent polarizations are left, as you said. Now choose a $\chi$ that keeps the potential in the form of a single wave with this phase.

**Q:** The derivative of a sine is a cosine, so I try $\chi=\alpha\sin(k\cdot x)$. Then $\Box\chi=-\alpha k^2\sin(k\cdot x)=0$, which is allowed. And $\partial^\mu\chi=\alpha k^\mu\cos(k\cdot x)$, so

$$\varepsilon'^\mu=\varepsilon^\mu+\alpha k^\mu .$$

The condition survives, because $k\cdot\varepsilon'=k\cdot\varepsilon+\alpha k^2=0$. So $\alpha$ is free?

**A:** Yes, and you can spend it. Choose $\alpha=-\varepsilon^0/\omega$. Then

$$\varepsilon'^0=\varepsilon^0-\frac{\varepsilon^0}{\omega}\,\omega=0,\qquad \boldsymbol\varepsilon'=\boldsymbol\varepsilon-\frac{\varepsilon^0}{\omega}\,\mathbf k .$$

The surviving condition $\omega\varepsilon'^0=\mathbf k\cdot\boldsymbol\varepsilon'$ now says $\mathbf k\cdot\boldsymbol\varepsilon'=0$. The polarization is a vector in the plane perpendicular to $\mathbf k$, and a plane has two independent directions. A further step with coefficient $\beta$ would produce a time component $\beta\omega$, so keeping it zero forces $\beta=0$. For this wave vector the freedom is used up.

**Q:** You chose a convenient representative. How do I know that you did not throw away a real wave?

**A:** Calculate the fields from the original potential, before any choice is made. Write $\varphi=k\cdot x$. Since $\nabla\varphi=-\mathbf k$, we have $\nabla\cos\varphi=+\mathbf k\sin\varphi$, while $\partial_t\cos\varphi=-\omega\sin\varphi$. Hence

$$\mathbf E=-\varepsilon^0\mathbf k\sin\varphi+\omega\boldsymbol\varepsilon\sin\varphi
=\omega\left(\boldsymbol\varepsilon-\frac{\varepsilon^0}{\omega}\mathbf k\right)\sin\varphi=\omega\boldsymbol\varepsilon'\sin\varphi .$$

For the magnetic field,

$$\mathbf B=\nabla\cos\varphi\times\boldsymbol\varepsilon=\mathbf k\times\boldsymbol\varepsilon\,\sin\varphi
=\mathbf k\times\boldsymbol\varepsilon'\sin\varphi=\frac{\mathbf k}{\omega}\times\mathbf E .$$

The third equality holds because $\boldsymbol\varepsilon$ and $\boldsymbol\varepsilon'$ differ by a multiple of $\mathbf k$, and $\mathbf k\times\mathbf k=0$. The fields contain nothing but $\boldsymbol\varepsilon'$. They vanish when $\boldsymbol\varepsilon'=0$, which means $\varepsilon^\mu=(\varepsilon^0/\omega)k^\mu$. So among your three polarizations, the one that carries no field is the direction of $k^\mu$ itself.

**Q:** But that direction satisfies the Lorenz condition!

**A:** It does, since $k\cdot k=0$. That is why the condition cannot remove it. The two reductions differ in kind. The first, from four to three, is an equation that forbids some potentials. The second, from three to two, forbids nothing: it identifies potentials that describe the same fields. For a plane wave with given $k$, setting $\varepsilon^0=0$ picks one polarization from each set $\varepsilon^\mu+\alpha k^\mu$ allowed by the Lorenz condition.

**Q:** Let me try numbers, in one arbitrary system of model units. I take $k=(3;1,2,2)$ and $\varepsilon=(2;2,0,2)$, with the time component first.

**A:** Check that they are admissible.

**Q:** $k^2=9-(1+4+4)=0$, and $k\cdot\varepsilon=3\cdot2-(1\cdot2+2\cdot0+2\cdot2)=0$. Then $\alpha=-2/3\approx-0.667$, and

$$\varepsilon'=(2;2,0,2)-\tfrac23(3;1,2,2)=\left(0;\tfrac43,-\tfrac43,\tfrac23\right)\approx(0;1.333,-1.333,0.667).$$

It is transverse: $\frac43-\frac83+\frac43=0$. The electric amplitude is $3\boldsymbol\varepsilon'=(4,-4,2)$, of magnitude $\sqrt{16+16+4}=6$. The magnetic amplitude is

$$\tfrac13(1,2,2)\times(4,-4,2)=\tfrac13(12,6,-12)=(4,2,-4).$$

My potential had a time component and a part along $\mathbf k$, but the fields have no longitudinal part.

**A:** The two contributions along $\mathbf k$ cancel in $\mathbf E$. The program finds these amplitudes by differentiating your original potential. It also finds the counts four, three and two from the ranks of the corresponding linear maps.

**Q:** Does the third polarization at least carry energy?

**A:** Work it out. The energy density is $\frac12(\mathbf E^2+\mathbf B^2)$. Since $\mathbf k/\omega$ is a unit vector perpendicular to $\mathbf E$, $|\mathbf B|=|\mathbf E|$, and the density is $\mathbf E^2=\omega^2|\boldsymbol\varepsilon'|^2\sin^2\varphi$. The mean of $\sin^2\varphi$ over a period is $\frac12$, so the mean density is $u=\frac12\omega^2|\boldsymbol\varepsilon'|^2$. Because $\varepsilon'^0=0$, $|\boldsymbol\varepsilon'|^2=-\varepsilon'\cdot\varepsilon'$. Finally,

$$\varepsilon'\cdot\varepsilon'=\varepsilon\cdot\varepsilon+2\alpha\,k\cdot\varepsilon+\alpha^2k^2=\varepsilon\cdot\varepsilon
\quad\Rightarrow\quad u=-\tfrac12\omega^2\,\varepsilon\cdot\varepsilon .$$

**Q:** For my wave $\varepsilon\cdot\varepsilon=4-8=-4$, so $u=\frac12\cdot9\cdot4=18$. For $\varepsilon=k$ it is zero. So the third polarization carries no energy.

**A:** Nor momentum, since its fields vanish. For your wave the energy flux is $\mathbf E\times\mathbf B=\mathbf E\times\left(\frac{\mathbf k}{\omega}\times\mathbf E\right)=\frac{\mathbf k}{\omega}\mathbf E^2$, where $\mathbf k\cdot\mathbf E=0$ was used. Its mean is $18\cdot\frac13(1,2,2)=(6,12,12)$.

The formula for $u$ used $k\cdot\varepsilon=0$, and without this condition it does not hold in general. Take $\varepsilon=(1;0,0,0)$ with the same $k$. Then $\mathbf E=-\mathbf k\sin\varphi$ and $\mathbf B=0$. The true mean of $\frac12\mathbf E^2$ is $\frac12\cdot9\cdot\frac12=2.25$, whereas the formula would give $-4.5$. Moreover $\nabla\cdot\mathbf E=|\mathbf k|^2\cos\varphi\neq0$, so this is not a wave in empty space at all.

**Q:** That last remark worries me. Gauss's law rejected that potential, and Gauss's law is not a gauge condition. Was the Lorenz condition really what took me from four to three?

**A:** In the route through $\Box A^\mu=0$, yes. But put the plane wave into Maxwell's equations without imposing the condition. From $\partial_\mu A^\mu=-(k\cdot\varepsilon)\sin\varphi$ we get $\partial^\nu(\partial_\mu A^\mu)=-(k\cdot\varepsilon)k^\nu\cos\varphi$. The equation $\Box A^\nu-\partial^\nu(\partial_\mu A^\mu)=0$ becomes

$$-k^2\varepsilon^\nu+(k\cdot\varepsilon)k^\nu=0 .$$

What does it say in the two cases $k^2=0$ and $k^2\neq0$?

**Q:** If $k^2=0$ and $k\neq0$, it gives $k\cdot\varepsilon=0$. So the field equation already leaves three polarizations! If $k^2\neq0$, I can divide: $\varepsilon^\nu=k^\nu(k\cdot\varepsilon)/k^2$, so $\varepsilon$ is proportional to $k$. Is that a wave that does not travel at the speed of light?

**A:** It is a wave of the potential with no fields. An amplitude proportional to $k^\mu$ is $\partial^\mu$ of a sine, a pure gauge term. This is the gauge freedom with $\Box\chi\neq0$, and here the Lorenz condition does its work: for $\varepsilon=k$ the product $k\cdot\varepsilon=k^2$ is not zero, so the wave is excluded. The pure gauge waves with $k^2=0$ pass. Either route ends with two physical polarizations.

**Q:** Is there any system where my original count, four minus one, is the right answer?

**A:** A free massive vector field, with the equation

$$\partial_\mu F^{\mu\nu}+m^2A^\nu=0,\qquad m\neq0 .$$

Apply $\partial_\nu$. The first term vanishes, because $\partial_\nu\partial_\mu$ is symmetric and $F^{\mu\nu}$ antisymmetric. What remains is $m^2\partial_\nu A^\nu=0$. The Lorenz condition is now a consequence of the field equation, not a choice. The equation reduces to $(\Box+m^2)A^\nu=0$, so a plane wave has $k^2=m^2$ and $k\cdot\varepsilon=0$: three polarizations.

**Q:** And why can't I subtract a multiple of $k$ there?

**A:** For two reasons. A gauge transformation leaves $F^{\mu\nu}$ alone but adds $m^2\partial^\nu\chi$ to the equation, which is not zero unless $\chi$ is constant. And $k\cdot(\varepsilon+\alpha k)=\alpha m^2$, so the shift violates the condition. No polarization is invisible either: if $F^{\mu\nu}=0$, the field equation gives $A^\nu=0$. With $k=(3;1,2,0)$, for example, $m^2=9-5=4$, and all three polarizations produce independent fields. Your count is that of a massive field. The massless wave loses one more because its gauge freedom survives the condition.

**Q:** Back to light, then. After the second step $\varepsilon^0=0$. Is this a property of the wave, so that every observer finds it?

**A:** Try an observer moving along $x$ with $v=0.6$, so $\gamma=1/\sqrt{1-0.36}=1.25$. Each four-vector transforms as

$$a^0\to\gamma(a^0-va^1),\qquad a^1\to\gamma(a^1-va^0),$$

with the other two components unchanged.

**Q:** For the wave vector, $1.25(3-0.6)=3$ and $1.25(1-1.8)=-1$, so it becomes $(3;-1,2,2)$. The polarization $\left(0;\frac43,-\frac43,\frac23\right)$ gets a time component $-1.25\cdot0.6\cdot\frac43=-1$ and an $x$ component $1.25\cdot\frac43=\frac53$. So it is $\left(-1;\frac53,-\frac43,\frac23\right)$. The time component is back.

**A:** The Lorenz condition is the same in all inertial frames, because $k\cdot\varepsilon$ is invariant. The choice $\varepsilon^0=0$ is not. The new observer makes a new residual transformation, with $\alpha=-(-1)/3=\frac13$:

$$\left(-1;\tfrac53,-\tfrac43,\tfrac23\right)+\tfrac13(3;-1,2,2)=\left(0;\tfrac43,-\tfrac23,\tfrac43\right).$$

This is transverse to the new wave vector: $-\frac43-\frac43+\frac83=0$. Its electric amplitude is $3\left(\frac43,-\frac23,\frac43\right)=(4,-2,4)$. The same result follows from transforming the original fields directly, for which no potential is needed:

$$E_x=4,\quad E_y=1.25\,[-4-0.6(-4)]=-2,\quad E_z=1.25\,[2+0.6\cdot2]=4 .$$

The number two holds in both frames; for this boost the representative has to be chosen anew. A boost along a unit vector $\mathbf n$ gives the time component $-\gamma v\,\mathbf n\cdot\boldsymbol\varepsilon'$, so a boost perpendicular to $\boldsymbol\varepsilon'$, for instance along $\mathbf k$, keeps it zero.

**Q:** Does any of this reach quantum electrodynamics, or is it only about classical waves?

**A:** Consider the simplest tree-level process, the emission of one photon by a prescribed, localized, conserved current $J^\mu(x)$. The coupling is linear in the potential, so to lowest order the amplitude is proportional to $\varepsilon_\mu\tilde J^\mu$, with $\tilde J^\mu=\int d^4x\,e^{ik\cdot x}J^\mu(x)$ and real $\varepsilon$. Since $k_\mu e^{ik\cdot x}=-i\partial_\mu e^{ik\cdot x}$, integration by parts gives

$$k_\mu\tilde J^\mu=i\int d^4x\,e^{ik\cdot x}\,\partial_\mu J^\mu=0 .$$

The boundary term vanishes if the current is localized in space and in time. A conserved current of this kind has zero net charge, since the total charge is constant and vanishes before the source is switched on. A neutral source with a transient dipole moment is an example. Hence $\varepsilon\to\varepsilon+\alpha k$ does not change the amplitude, and a photon with $\varepsilon\propto k$ is not emitted. The emitted photon is a free wave, so $k^2=0$ and $k\cdot\varepsilon=0$ leave three polarizations. With the direction of $k$ removed, the amplitude depends on $\varepsilon$ only through the transverse $\boldsymbol\varepsilon'$, with its two directions. A given source need not emit in both: a dipole of fixed direction $\mathbf p$ couples only to the polarization along the part of $\mathbf p$ perpendicular to $\mathbf k$.

**Q:** So can I simply say that in Lorenz gauge I may always set $A^0=0$ as well?

**A:** Not where there is charge. With sources, the Lorenz condition turns Maxwell's equations into $\Box A^\mu=J^\mu$, whose time component is $\Box A^0=\rho$. After a residual transformation,

$$\Box A'^0=\Box A^0+\partial_t\Box\chi=\rho .$$

If $A'^0$ vanished throughout a region of space during some interval of time, the left side would be zero there during that interval, and so would $\rho$.

**Q:** But for a static charge with $\mathbf A=0$, I could take $\chi=-tA^0$. Then $A'^0=A^0+\partial_t\chi=0$ everywhere.

**A:** That is a valid gauge transformation, but is it a residual one? Take $A^0=1/\sqrt{1+r^2}$. Its radial derivative is $-r(1+r^2)^{-3/2}$, so

$$\rho=-\nabla^2A^0=\frac1{r^2}\frac{d}{dr}\left[\frac{r^3}{(1+r^2)^{3/2}}\right]
=\frac{3}{(1+r^2)^{3/2}}-\frac{3r^2}{(1+r^2)^{5/2}}=\frac{3}{(1+r^2)^{5/2}} .$$

Your $\chi$ is linear in time, so $\partial_t^2\chi=0$ and $\Box\chi=-\nabla^2\chi=t\nabla^2A^0=-t\rho$. At the centre $\rho=3$, and at $t=1$ we find $\Box\chi=-3$. You removed $A^0$ by leaving the Lorenz gauge.

**Q:** And for a free field that is not a single plane wave?

**A:** If it is a superposition of plane waves with $\mathbf k\neq0$, the argument applies to each. A general phase adds a sine part to the cosine part, and each part has its own $\alpha$. The case $k=0$ stands apart, because we divided by $\omega$. A constant $\chi$ does not change the potential at all. A linear one, $\chi=\mathbf b\cdot\mathbf r$ with constant $\mathbf b$, satisfies $\Box\chi=0$ and shifts $\mathbf A$ by $-\mathbf b$. It preserves even $A^0=0$ and $\nabla\cdot\mathbf A=0$ together, and so does any time-independent $\chi$ with $\nabla^2\chi=0$, such as $\chi=xy$. For a localized wave packet, one can exclude these changes by requiring the potential to vanish at large distance. A single plane wave does not meet this requirement itself.

**Q:** Then I must correct my first sentence. The Lorenz condition restricts the gauge function to solutions of the wave equation. For a plane wave of light, one such solution shifts the polarization along $k$, and that is where my third polarization goes.

**A:** Yes. It was a change of description that your condition still allowed.

## Computed values

```
Wave four-vector k: (3.0000, 1.0000, 2.0000, 2.0000) [model units]
Initial polarization eps: (2.0000, 2.0000, 0.0000, 2.0000) [model units]
k.k: 0.0000 [model units]
k.eps: 0.0000 [model units]
Residual coefficient alpha: -0.6667 [model units]
Transverse polarization eps_new: (0.0000, 1.3333, -1.3333, 0.6667) [model units]
Length of transverse polarization: 2.0000 [model units]
Electric field amplitude: (4.0000, -4.0000, 2.0000) [model units]
Magnetic field amplitude: (4.0000, 2.0000, -4.0000) [model units]
Electric amplitude magnitude: 6.0000 [model units]
eps.eps before: -4.0000 [model units]
eps.eps after: -4.0000 [model units]
Mean energy density: 18.0000 [model units]
Mean energy flux vector: (6.0000, 12.0000, 12.0000) [model units]
Control chi=sin(3t-x): div A' at t=pi/6, x=y=z=0: -8.0000 [model units]
Polarizations allowed by box A = 0: 4 [count]
Polarizations after Lorenz condition: 3 [count]
Physical polarizations: 2 [count]
Null-k Maxwell solutions without Lorenz: 3 [count]
Maxwell solutions at nonzero k.k: 1 [count]
Massive wave four-vector: (3.0000, 1.0000, 2.0000, 0.0000) [model units]
Massive wave mass squared: 4.0000 [model units]
Massive-field polarizations: 3 [count]
Scalar-only control, true mean energy density: 2.2500 [model units]
Scalar-only control, Lorenz energy formula: -4.5000 [model units]
Boost speed v/c: 0.6000 [model units]
Boost factor gamma: 1.2500 [model units]
Boosted wave four-vector: (3.0000, -1.0000, 2.0000, 2.0000) [model units]
Boosted polarization: (-1.0000, 1.6667, -1.3333, 0.6667) [model units]
New residual coefficient: 0.3333 [model units]
Boosted transverse polarization: (0.0000, 1.3333, -0.6667, 1.3333) [model units]
Boosted electric amplitude: (4.0000, -2.0000, 4.0000) [model units]
Static charge density at centre: 3.0000 [model units]
Attempted chi: box chi at centre, t=1: -3.0000 [model units]
```
